# Why a planar floating gate between matched oxides stays neutral

## A neutral sheet in a uniform field

Take 22 nm of oxide between two electrodes, with 22 V across it. With no charge inside, the field is uniform: 1 V/nm, or 10 MV/cm. Now insert a very thin, uncharged metal sheet 8 nm above the lower electrode. The sheet lies along an equipotential of the original field, so it changes nothing outside itself. The lower oxide carries 8 V over 8 nm and the upper one 14 V over 14 nm. Both still have a field of 10 MV/cm.

If the tunnelling current depends only on the field, and in the same way for both oxides, electrons enter and leave the sheet at equal rates. An initially neutral sheet therefore never starts to charge, even though one oxide is nearly twice as thick as the other.

Three questions remain: whether a charged steady state also exists, what happens to charge already present, and how much the answer changes when the oxides are not quite matched.

## The electrostatic contribution

Let the substrate lie below a tunnel oxide of thickness $d_1$, followed by the floating gate, a control oxide of thickness $d_2$ and the control gate. The coordinate $x$ points from substrate to control gate. Define

$$F=\frac{d\phi}{dx},$$

where $\phi$ is the electrostatic potential. This $F$ is minus the electric field component along $x$, so positive $F$ drives electrons upward. $V$ is the total voltage across the two oxides; contact potentials and drops inside the electrodes have been taken out of it. The floating gate is an equipotential of negligible thickness.

With no charge inside the oxides, each field is uniform and

$$F_1d_1+F_2d_2=V. \tag{1}$$

The displacement along $x$ is $-\epsilon F$. Gauss's law equates its jump across the gate to the net charge per area $\sigma$:

$$-\epsilon F_2-(-\epsilon F_1)=\sigma,
\qquad \sigma=\epsilon(F_1-F_2). \tag{2}$$

Stored electrons mean $\sigma<0$, hence $F_2>F_1$: they weaken the field that brings electrons in and strengthen the field that takes them out. Substituting $F_2=F_1-\sigma/\epsilon$ in (1) gives $F_1(d_1+d_2)-\sigma d_2/\epsilon=V$, so

$$F_1=\frac{V+\sigma d_2/\epsilon}{d_1+d_2},\qquad
F_2=F_1-\frac{\sigma}{\epsilon}=\frac{V-\sigma d_1/\epsilon}{d_1+d_2}. \tag{3}$$

The thicknesses determine how a given charge changes each field. They do not produce a field difference when $\sigma=0$.

## The current contribution

Let $J(F)$ be the electron current per area, counted as a positive magnitude when electrons move upward and negative when they move downward. Both oxides obey this same continuous, strictly increasing function. "The same" includes the emitting surfaces: for $V>0$, electrons leave the substrate through the first oxide and the floating gate through the second, so these two emitters must present equal barriers and an equal supply of electrons. Electrons are assumed to come to rest in the floating gate before being emitted again.

Current $J(F_1)$ brings negative charge and $J(F_2)$ removes it:

$$\frac{d\sigma}{dt}=J(F_2)-J(F_1). \tag{4}$$

In a steady state $J(F_1)=J(F_2)$. A strictly increasing function takes each value once, so $F_1=F_2$, and (2) gives

$$\boxed{\sigma=0.}$$

The common field is $V/(d_1+d_2)$. Steady current still flows through the gate; only its net charge vanishes.

The tempting objection is that the thinner oxide leaks more. At equal voltage it does: with 11 V across each oxide, the model below gives a current through 8 nm that is $1.6\times10^6$ times that through 14 nm by (8), or $1.3\times10^6$ times when the supply integral is evaluated at 300 K. (This comparison is only formal: the thinner oxide would be at 13.75 MV/cm, above the breakdown field assumed later.) But a neutral gate does not divide the voltage equally. It gives the thinner oxide less voltage, in proportion to its thickness, and this removes its advantage.

## Why existing charge disappears

Multiply (4) by $\sigma$:

$$\frac{d}{dt}\frac{\sigma^2}{2}
=-\sigma\,[J(F_1)-J(F_2)]. \tag{5}$$

If $\sigma>0$, then $F_1>F_2$ and the bracket is positive. If $\sigma<0$, both factors change sign. The right side is therefore negative for every nonzero charge, and $|\sigma|$ falls. It cannot settle at a nonzero value, because the rate there would still be nonzero. Neutrality is thus the end point from any initial charge.

For small $\sigma$, write $F=V/(d_1+d_2)$ and expand about it using (3):

$$J(F_1)-J(F_2)\simeq J'(F)(F_1-F_2)=J'(F)\frac{\sigma}{\epsilon}.$$

Equation (4) becomes $d\sigma/dt=-\sigma/\tau$, with

$$\tau=\frac{\epsilon}{J'(F)}. \tag{6}$$

At fixed common field, $\tau$ does not depend on how the total thickness is divided.

Monotonicity matters. In dimensionless units take $J=F/(1+F^2)$, which falls for $F>1$, with equal thicknesses and mean field 1.25. Equal currents require

$$F_1(1+F_2^2)=F_2(1+F_1^2)
\;\Rightarrow\;(F_1-F_2)(1-F_1F_2)=0.$$

Besides $F_1=F_2$ there is the solution $F_1F_2=1$, $F_1+F_2=2.5$, which gives fields 2 and 0.5. Here $J'(1.25)<0$, so neutrality is unstable. A time integration started at $F_1-F_2=0.01$ ended at 1.500, the charged state.

## When tunnelling depends on field alone

An electron at the emitter's Fermi level meets a barrier of height $\phi_B$, an energy, lowered with distance by $qFx$; $q$ is the positive elementary charge. In the WKB approximation its transmission is $e^{-S}$. If the barrier ends inside the oxide, at $x_t=\phi_B/(qF)<d$, then

$$S=\frac{2}{\hbar}\int_0^{x_t}\!\sqrt{2m_{ox}(\phi_B-qFx)}\,dx
=\frac{4\sqrt{2m_{ox}}\,\phi_B^{3/2}}{3\hbar qF}\equiv\frac{B}{F}. \tag{7}$$

The thickness has dropped out: the electron has left the barrier before reaching the far side. If $qFd<\phi_B$, the integral stops at $d$ instead, and $\phi_B^{3/2}$ is replaced by $\phi_B^{3/2}-(\phi_B-qFd)^{3/2}$. Thickness then matters even at fixed field.

The barrier in (7) omits the image force. Near a single plane electrode this force lowers the top of the barrier by $\sqrt{q^3F/(4\pi\epsilon)}$, which is 0.6 eV at 10 MV/cm with the static permittivity used below, and more with the smaller optical permittivity. With barrier height and mass held fixed, it would raise the current there by a factor of roughly 4 to 12 and shorten the relaxation times accordingly. Images in the far electrode also bring back a weak dependence on thickness: a few per cent in current between 8 and 14 nm, which shifts the steady charge by less than 0.01 µC/cm². The absolute currents and times below therefore belong to this simplified barrier.

For the current, take a free-electron emitter at zero temperature. With $v_x\,dk_x=dE/\hbar$, where $E$ is the energy of motion along $x$, the occupied transverse states fill a disc of area $2\pi m_e(E_F-E)/\hbar^2$. The transmission is assumed to depend on $E$ alone; this neglects the change in transverse kinetic energy that the different mass in the oxide would cause. Including it, with transverse momentum conserved, would multiply the current by about $m_{ox}/m_e$, or 0.42 for the oxide used below, and lengthen the relaxation times by the inverse factor. It would affect both oxides alike. Including spin,

$$J=\frac{2q}{(2\pi)^3\hbar}\int\frac{2\pi m_e(E_F-E)}{\hbar^2}e^{-S}dE
=\frac{qm_e}{2\pi^2\hbar^3}\int_0^\infty w\,e^{-S(w)}dw,$$

where $w=E_F-E$ and the Fermi sea is taken as deep. An electron at depth $w$ sees a barrier $\phi_B+w$, so to first order $S(w)=B/F+cw$ with

$$c=\frac{dS}{d\phi_B}=\frac{2\sqrt{2m_{ox}\phi_B}}{\hbar qF},\qquad
\int_0^\infty we^{-cw}dw=\frac1{c^2}=\frac{\hbar^2q^2F^2}{8m_{ox}\phi_B}.$$

The result is the Fowler–Nordheim law for $F>0$,

$$J=AF^2e^{-B/F},\qquad A=\frac{q^3m_e}{16\pi^2\hbar m_{ox}\phi_B}. \tag{8}$$

Its derivative is $J'=J(2/F+B/F^2)>0$, so the law is strictly increasing, and (6) becomes

$$\tau=\frac{\epsilon F^2}{J(2F+B)}. \tag{9}$$

## Numbers for a silicon-like gate stack

Take $d_1=8$ nm, $d_2=14$ nm, $V=22$ V, $\phi_B=3.1$ eV, $m_{ox}=0.42\,m_e$ and relative permittivity 3.9. Then $\epsilon=3.45\times10^{-11}$ F/m. The common field is 10 MV/cm and the exit distance is $3.1\ \mathrm{eV}/(1\ \mathrm{eV/nm})=3.1$ nm, well inside both oxides.

Equations (7) and (8) give $B=241.6$ MV/cm and $A=1.18\times10^{-6}$ A/V². The current is

$$J=(1.18\times10^{-6})(10^9)^2e^{-24.16}\ \mathrm{A/m^2}
\simeq 3.8\times10^{-3}\ \mathrm{A/cm^2}.$$

This differs by 4.0 % from the zero-temperature supply integral evaluated without linearizing $S$. At 300 K that integral gives $4.29\times10^{-3}$ A/cm² for both thicknesses. These values assume a deep Fermi sea, as in a metal; a silicon emitter is much shallower. With the band bottom 0.2 eV below the Fermi level, (8) exceeds the zero-temperature integral by about 50 %, the 300 K current is $3.2\times10^{-3}$ A/cm², and heating from 0 to 300 K multiplies the current by 1.25. Two emitters with equal barriers but depths of 0.3 eV (substrate) and 0.1 eV (floating gate) are not matched and balance at about $-0.10$ µC/cm². Its thickness-dependent form was also used to find the steady charge for thickness pairs 8/14 and 14/8 nm at 22 V, 6.5/20 nm at 23 V and 10/10 nm at 18 V. The largest $|\sigma|/(\epsilon F)$ was $2.3\times10^{-12}$, which is numerical zero.

With (8), the relaxation time is

$$\tau=\frac{(3.45\times10^{-11})(10^9)^2}{(38.0)(2.0+24.16)\times10^9}\ \mathrm{s}\simeq35\ \mathrm{\mu s}.$$

Now start with $\sigma=-0.80$ µC/cm², or $5.0\times10^{12}$ electrons per cm². By (3), keeping $F_1$ unchanged when charge is added requires the voltage change

$$\Delta V=-\frac{\sigma d_2}{\epsilon}
=\frac{(8.0\times10^{-3})(14\times10^{-9})}{3.45\times10^{-11}}\ \mathrm V
\simeq3.24\ \mathrm V. \tag{10}$$

This is the threshold shift, since $F_1$ is the field that acts on the channel. At 22 V the fields are initially 8.53 and 10.84 MV/cm, so electrons leave faster than they arrive. In this model the charge falls to 1 % of its initial value in about 168 µs. The bias erases the stored information instead of writing it.

## Contributions that spoil the balance

The natural scale of charge is $\epsilon F=3.45$ µC/cm². Each imperfection below is introduced alone, at 22 V and with the same thicknesses.

**Unequal supply.** Suppose $J(F_1)=\rho J(F_2)$ in balance. Taking logarithms and expanding,

$$\ln\rho\simeq(F_1-F_2)\frac{d\ln J}{dF}
=(F_1-F_2)\frac{2+B/F}{F},$$

$$\sigma\simeq\epsilon F\frac{\ln\rho}{2+B/F}. \tag{11}$$

For $\rho=2$ this is $3.45\times0.693/26.16=0.091$ µC/cm²; the full balance gives 0.092 µC/cm². A factor of two in current costs less than 3 % of $\epsilon F$, because a small field change restores equality. The same formula covers electrons that cross the floating gate without stopping: if a fraction $f$ does so, then $(1-f)J(F_1)=J(F_2)$ and $\rho=1/(1-f)$.

**Unequal barriers.** Let the floating gate's barrier be 0.1 eV higher. Since $B\propto\phi_B^{3/2}$, equality of the dominant exponents requires

$$\frac{F_2-F_1}{F}\simeq\frac32\frac{\delta\phi_B}{\phi_B}=0.048.$$

This estimates $\sigma\simeq-0.17$ µC/cm². The full balance gives $-0.155$ µC/cm². Electrons accumulate until the stronger upper field compensates for the higher barrier.

**Unequal permittivity.** Gauss's law becomes $\sigma=\epsilon_1F_1-\epsilon_2F_2$. If the current laws remain equal, the fields are still equal in steady state, but

$$\sigma=(\epsilon_1-\epsilon_2)\frac{V}{d_1+d_2}. \tag{12}$$

A control permittivity 5 % higher gives $-0.05\times3.45=-0.173$ µC/cm². Steep tunnelling does not suppress this term: it enforces equal fields, whereas neutrality now needs equal displacements.

**A rough emitter.** Let asperities on the floating gate raise the emitting field to $\gamma F_2$, while the average field stays $F_2$. Balance requires $F_2=F_1/\gamma$, and (1) then gives

$$\sigma=\epsilon F_1\left(1-\frac1\gamma\right),\qquad
F_1=\frac{V}{d_1+d_2/\gamma}. \tag{13}$$

For $\gamma=1.1$, $\sigma=+0.333$ µC/cm² and the threshold shift is $-1.35$ V. The gate loses electrons.

**Trapped charge.** Let a sheet $\sigma_t$ lie in the tunnel oxide beyond the exit distance. Then WKB emission depends on the field $F_c$ at the substrate, not on the field above the sheet. Across the sheet $F$ falls by $\sigma_t/\epsilon$, and across the gate by $\sigma/\epsilon$:

$$F_2=F_c-\frac{\sigma_t+\sigma}{\epsilon}.$$

Equal emitting fields give $\sigma=-\sigma_t$. With $10^{12}$ trapped electrons per cm², placed 6 nm from the substrate, $\sigma_t=-0.160$ and $\sigma=+0.160$ µC/cm². The same sheet in the control oxide, 6 nm above the floating gate, leaves $\sigma=0$, since it lies above both emitting surfaces and their exit points.

**Coherent reflection.** WKB omits reflection at the far oxide face, which depends on thickness. Exact transmission through abrupt tilted barriers, for an electron with 0.2 eV of kinetic energy in the emitter, was compared for the two thicknesses at fields from 9.5 to 10.5 MV/cm. The largest ratio of the two transmissions was 1.53. If the whole current changed by this factor, (11) would give 0.056 µC/cm² in magnitude. These numbers assume electrodes with the free-electron mass. The interference phase varies with energy, so summing over the occupied states partly averages it out: at 300 K, with a Fermi depth of 0.2 eV, the largest ratio falls to about 1.2, or 0.025 µC/cm². The value is not a bound, because the reflection depends on the electrode model: a constant electrode mass of $0.19\,m_e$ gives a summed ratio near 1.8, or about 0.08 µC/cm². Scattering in the oxide, absent from this calculation, would weaken the interference.

In order of size, for these chosen imperfections:

| Change | $\sigma$ (µC/cm²) |
|---|---:|
| Emitting field × 1.1 | +0.333 |
| Control permittivity × 1.05 | −0.173 |
| Trapped electrons, tunnel oxide | +0.160 |
| Gate barrier + 0.1 eV | −0.155 |
| Current factor 2 | +0.092 |
| Coherent reflection | 0.056 in magnitude |

The signs differ, so imperfections can partly cancel. All are at most about a tenth of $\epsilon F$, but a tenth already means more than a volt of threshold shift.

Two other effects change the speed without unbalancing the gate. Temperature acts on both emitters alike; going from 0 to 300 K multiplies the current by 1.17 at 10 MV/cm. Depletion of a doped gate consumes voltage. For donor density $N$, the depleted width is $w=\epsilon F/(qN)$ and the drop is $qNw^2/(2\epsilon_{Si})$. With $N=10^{20}$ cm⁻³ and relative silicon permittivity 11.7 this is 0.36 V per gate. If 22 V must also supply two such drops, the oxide field falls by about 3 % and the current to roughly 0.4 of its former value. The two oxide fields remain equal.

## Two large departures

**A very thin tunnel oxide.** Take $d_1=2$ nm, $d_2=10$ nm and 10 V. A neutral gate again gives equal fields, now 8.33 MV/cm, but the thin oxide carries only 1.67 V, less than the 3.1 V needed for the barrier to end inside it. At this common field its current is $8.6\times10^4$ times that of the thicker oxide for a deep Fermi sea at 300 K (about $2\times10^4$ for a depth of 0.2 eV, which changes the steady charge below by less than 1 %). Electrons accumulate until the fields are 0.065 and 9.99 MV/cm:

$$\sigma=\epsilon(F_1-F_2)\simeq-3.43\ \mathrm{\mu C/cm^2}.$$

The tunnel oxide is left with about 0.013 V. It acts almost as a short circuit to the substrate, and nearly the whole voltage falls across the control oxide. Here thickness does store charge, because it enters the current law itself.

**A wrapped control gate.** Let the control oxide have $r$ times the area of the tunnel oxide, with a uniform field in each. Per tunnel area, the balance and Gauss's law are

$$J(F_1)=rJ(F_2),\qquad \sigma=\epsilon(F_1-rF_2). \tag{14}$$

For a neutral gate $F_1=rF_2$. With $r>1$ and a current that rises faster than in proportion to the field, $J(rF_2)>rJ(F_2)$, so more electrons enter than leave. Steep tunnelling brings the balance to nearly equal fields, at which $\sigma\simeq-(r-1)\epsilon F$.

For $r=1.5$ and 16 V, with the original thicknesses, $F_1$ starts at 9.23 MV/cm. The balanced fields are 7.326 and 7.242 MV/cm, hence

$$\sigma=(3.45\times10^{-11})(7.326-1.5\times7.242)\times10^8\ \mathrm{C/m^2}
\simeq-1.22\ \mathrm{\mu C/cm^2}.$$

Substituting $F_2=(F_1-\sigma/\epsilon)/r$ in (1) gives

$$F_1=\frac{rV+\sigma d_2/\epsilon}{rd_1+d_2},$$

so the threshold shift is $-\sigma d_2/(r\epsilon)=3.30$ V. The voltage is lower than in the planar case because 22 V would start the tunnel oxide at $1.5\times22/26=1.27$ V/nm, above the rough breakdown field of 12 MV/cm assumed here.

## Real cells, and the meaning of steady state

The 8 nm tunnel oxide, the barrier near 3 eV and the field near 10 MV/cm are roughly typical of silicon floating-gate memory. The field is close to breakdown and suits short pulses, not continuous use. Wrapping the control gate around the floating gate breaks the equal-area assumption; in this model an area ratio of 1.5 moves the steady charge from zero to $-1.22$ µC/cm² at 16 V. A layered control dielectric would break the equal-law assumption as well. With (8), the wrapped gate at 16 V needs about 0.2 s to reach 90 % of its steady charge. A programming pulse may end well before balance is reached, so these steady values are not predictions of programmed charge.

At zero bias the neutral state is still steady: with no charge there are no oxide fields and no net currents. Yet a charge of $-0.80$ µC/cm² produces only 1.47 MV/cm in the 8 nm oxide. Dividing this charge by its initial ideal tunnelling current gives about $9\times10^{14}$ years. That figure omits leakage through defects and is no estimate of device lifetime. It does separate two properties: the balance of currents fixes where the charge must end, while their magnitude fixes whether it gets there in any useful time. The remaining values are in the numerical output.

## Calculated quantities

```
Tunnel, control oxide: 8, 14 nm
Total oxide voltage: 22.0 V
Barrier: 3.1 eV; oxide mass: 0.42 m_e
Relative permittivity: 3.9
Common field: 10.00 MV/cm
Voltage shares: 8.00, 14.00 V
Tunnelling exit distance: 3.10 nm
FN constant A: 1.184e-06 A/V^2
FN constant B: 241.6 MV/cm
FN current: 3.798e-03 A/cm^2
FN error against 0 K supply integral: 4.0 %
300 K currents, 8 and 14 nm: 4.289e-03, 4.289e-03 A/cm^2
Current ratio 8/14 nm, 11 V on each: 1.33e+06
Largest steady |sigma|/(eps F), 4 cases: 2.3e-12
Small-charge relaxation time: 34.7 us
Initial test charge: -0.80 uC/cm^2
Its electron density: 4.99e+12 cm^-2
Its threshold shift: 3.24 V
Initial F1, F2: 8.53, 10.84 MV/cm
Time to 1 % of initial charge: 167.7 us
Non-monotone toy law, final F1-F2: 1.500 (no unit)
Thin case: 2, 10 nm, 10 V
Thin case, neutral field: 8.33 MV/cm
Thin case, current ratio at that field: 8.61e+04
Thin case, steady F1: 0.0653 MV/cm
Thin case, steady F2: 9.987 MV/cm
Thin case, steady charge: -3.426 uC/cm^2
Wrapped gate: area ratio 1.5, 16 V
Wrapped gate, neutral F1: 9.23 MV/cm
Wrapped steady F1, F2: 7.326, 7.242 MV/cm
Wrapped charge per tunnel area: -1.221 uC/cm^2
Wrapped threshold shift: 3.30 V
Current mismatch factor 2: 0.0921 uC/cm^2
Same, linear estimate: 0.0915 uC/cm^2
Gate barrier +0.1 eV: -0.1553 uC/cm^2
Control permittivity x1.05: -0.1727 uC/cm^2
Rough gate, field x1.1: 0.3332 uC/cm^2
Rough gate, threshold shift: -1.35 V
Trapped sheet: -0.1602 uC/cm^2
Gate charge, trap in tunnel oxide: 0.1602 uC/cm^2
Gate charge, trap in control oxide: 0.0000 uC/cm^2
Interference, largest current factor: 1.53
Interference, charge magnitude: 0.0561 uC/cm^2
Current ratio 300 K to 0 K: 1.174
Gate doping assumed: 1.0e+20 cm^-3
Depletion drop per gate: 0.359 V
Current factor, two depleted gates: 0.414
Rough breakdown field assumed: 12 MV/cm
Largest transient field, planar case: 10.84 MV/cm
Zero-bias tunnel-oxide field: 1.47 MV/cm
Ideal zero-bias charge/current time: 9.1e+14 years
```
